# How long does a blocking-electrode double layer take to charge?

**Question**

I have a salt solution between two flat plates that pass no ions. At $t=0$ I step the plate potentials to $+V$ and $-V$, with $V$ a few millivolts. Each double layer is about one Debye length $\lambda$ thick, and an ion of diffusivity $D$ diffuses across that distance in the Debye time $\lambda^2/D$. Free charge in the bulk also relaxes in $\lambda^2/D$. I therefore expected the layers to be charged after a few Debye times, whatever the distance between the plates. Is that right? If not, what sets the charging time, and where does the Debye time apply?

**Answer**

It is not right when the layers are thin compared with the gap. The Debye time describes how a local excess of charge disappears. To charge a double layer, ions must be carried through the neutral solution, and the resistance of that solution grows with the plate separation.

**Model**

Take a symmetric 1:1 electrolyte with density $n_0$ of each ion, equal diffusivities $D$ and relative permittivity $\epsilon$. The plates are at $x=\pm L$, so their separation is $H=2L$. Ions may approach right up to the plates, and the source applies the step without delay. In the algebra I use atomic units ($e=1$, $4\pi\varepsilon_0=1$) and write $\Theta=k_BT$.

The ion fluxes are $j_\pm=-D(c_\pm'\pm c_\pm\phi'/\Theta)$. With $\rho=c_+-c_-$, the current is

$$J=j_+-j_-=-D\left[\rho'+\frac{(c_++c_-)\phi'}{\Theta}\right].$$

For $V\ll\Theta$ we keep first order in $V$. Since $\phi'$ is already first order, $c_++c_-$ may be replaced by $2n_0$. Define

$$\kappa^2=\frac1{\lambda^2}=\frac{8\pi n_0}{\epsilon\Theta},\qquad\text{so that}\qquad \frac{2n_0}{\Theta}=\frac{\epsilon\kappa^2}{4\pi}.$$

Charge conservation $\partial_t\rho=-J'$ and Poisson's equation $\phi''=-4\pi\rho/\epsilon$ then give

$$J=-D\left[\rho'+\frac{\epsilon\kappa^2}{4\pi}\phi'\right],\qquad \partial_t\rho=D(\rho''-\kappa^2\rho).$$

In a charge cloud much wider than $\lambda$ and far from the plates, $\rho''$ is negligible and $\rho\propto e^{-D\kappa^2t}$. This is the Debye time, $t_D=1/(D\kappa^2)=\lambda^2/D$. The charging problem has the same differential equation, but also the conditions $J(\pm L)=0$ and $\phi(\pm L)=\pm V$, and these bring in $L$.

**Solving for the layer charge**

The solution starts neutral, so the Laplace transform gives $s\hat\rho=D(\hat\rho''-\kappa^2\hat\rho)$. The driving is odd in $x$, hence

$$\hat\rho=A\sinh kx,\qquad k^2=\kappa^2(1+p),\qquad p=\frac{s}{D\kappa^2}.$$

Integrating Poisson's equation twice, with an odd potential,

$$\hat\phi=-\frac{4\pi A}{\epsilon k^2}\sinh kx+Bx.$$

Zero current at $x=L$ requires

$$Ak\cosh kL+\frac{\epsilon\kappa^2}{4\pi}\left[-\frac{4\pi A}{\epsilon k}\cosh kL+B\right]=0.$$

Solving for $B$ and using $\kappa^2-k^2=-p\kappa^2$,

$$B=\frac{4\pi A}{\epsilon}\,\frac{\kappa^2-k^2}{k\kappa^2}\cosh kL=-\frac{4\pi A}{\epsilon}\,\frac{p}{k}\cosh kL.$$

The plate condition $\hat\phi(L)=V/s$ fixes $A$:

$$-\frac{4\pi A}{\epsilon k^2}\left[\sinh kL+p\,kL\cosh kL\right]=\frac Vs.$$

The right-hand half of the solution acquires negative charge. Let $q=-\int_0^L\rho\,dx$ be its magnitude per area. Then $\hat q=-A(\cosh kL-1)/k$, or

$$\hat q(s)=\frac{\epsilon V}{4\pi s}\,\frac{k(\cosh kL-1)}{\sinh kL+p\,kL\cosh kL}.$$

The pole at $s=0$, where $k=\kappa$, gives the final charge. With $\ell=\kappa L=L/\lambda$,

$$q_\infty=\frac{\epsilon\kappa V}{4\pi}\,\frac{\cosh\ell-1}{\sinh\ell}=\frac{\epsilon\kappa V}{4\pi}\tanh\frac{\ell}{2}.$$

**Finding the slow mode**

The other poles are decaying modes $e^{-rt}$ with $r=-D\kappa^2p$. First, their rates are real. For such a mode the plates have zero potential. Put $\mu=4\pi\rho/(\epsilon\kappa^2)+\phi$, so that $J=-D(\epsilon\kappa^2/4\pi)\mu'$. Multiply $-r\rho=-J'$ by $\mu^*$ and integrate by parts, using $J=0$ at the plates:

$$r\int\mu^*\rho\,dx=\frac{D\epsilon\kappa^2}{4\pi}\int|\mu'|^2dx.$$

Poisson's equation and $\phi(\pm L)=0$ give

$$\int\mu^*\rho\,dx=\frac{4\pi}{\epsilon\kappa^2}\int|\rho|^2dx+\frac{\epsilon}{4\pi}\int|\phi'|^2dx>0.$$

So $r$ is real and not negative. Now let $u=k^2/\kappa^2=1-r/(D\kappa^2)$. Setting the denominator of $\hat q$ to zero gives

$$1-u=g(u),\qquad g(u)=\frac{\tanh(\ell\sqrt u)}{\ell\sqrt u}.$$

A mode slower than the Debye time has $0<u<1$. To count such modes, use the expansion

$$g(u)=\sum_{n=1}^{\infty}\frac{2}{\ell^2u+(n-\frac12)^2\pi^2}.$$

Every term is convex for $u\ge0$, so $F(u)=g(u)-1+u$ is convex too. It has $F(0)=0$, $F'(0)=1-\ell^2/3$ and $F(1)>0$. If $\ell^2>3$, $F$ first falls below zero and then crosses it once before $u=1$. There is one slow mode. The root $u=0$ does not count: as $k\to0$, the numerator and denominator of $\hat q$ both vanish as $k^3$, so there is no pole. All remaining modes have $u<0$, hence $r>D\kappa^2$, and decay faster than the Debye rate.

For thin layers, $\ell\gg1$, the slow root lies near $u=1$ and the hyperbolic tangent is 1 up to exponentially small terms. Then $1-u=1/(\ell\sqrt u)$. At leading order $1-u=1/\ell$, so $\sqrt u\approx1-1/(2\ell)$. Inserting this once more gives

$$\frac{r}{D\kappa^2}=\frac1\ell\left(1+\frac1{2\ell}+\dots\right).$$

The charging time is therefore

$$\tau=\frac1r=\frac{\lambda L}{D}\left(1-\frac{\lambda}{2L}+\dots\right)\approx\frac{\lambda L}{D}=\frac{\lambda H}{2D}.$$

**Does this mode carry the charge?**

A slow mode would matter little if the step hardly excited it. For $\ell\gg1$, near the slow pole,

$$\hat q\approx\frac{q_\infty}{s}\,\frac{\sqrt{1+p}}{1+\ell p\sqrt{1+p}}.$$

At the pole $\ell p\sqrt{1+p}=-1$. Multiplying the derivative of the denominator by $p$ gives $-[1+p/(2(1+p))]$, so the coefficient of $e^{-rt}$ in $q/q_\infty$ is

$$-\frac{\sqrt{1+p}}{1+p/[2(1+p)]}=-1+O(\ell^{-2}).$$

The first-order terms cancel, because with $p\approx-1/\ell$ both numerator and denominator equal $1-1/(2\ell)$. Thus, at leading order,

$$q(t)=q_\infty\left(1-e^{-t/\tau}\right).$$

After one Debye time the charged fraction is about $t_D/\tau=\lambda/L$.

The same time follows from a circuit. The conductivity is $D\epsilon\kappa^2/4\pi$, so half the gap has resistance times area $4\pi L/(D\epsilon\kappa^2)$. One layer has capacitance per area $\epsilon\kappa/4\pi$. Their product is $L/(D\kappa)=\lambda L/D$.

**Numbers for a dilute aqueous salt**

Take round values: $\epsilon=80$, $T=300$ K, $n_0=6\times10^{-4}$ nm$^{-3}$, $D=2\times10^{-5}$ cm$^2$/s, $H=2000$ nm and plates at $\pm5$ mV. The thermal energy is 0.0259 eV, so $V/\Theta=0.19$. The definition of $\kappa$ gives $\lambda=9.76$ nm and $L/\lambda=1000/9.76=102.5$. Then

$$t_D=\frac{(9.76\times10^{-7}\,\text{cm})^2}{2\times10^{-5}\,\text{cm}^2/\text{s}}=47.6\ \text{ns},$$

$$\tau=\frac{(9.76\times10^{-7}\,\text{cm})(10^{-4}\,\text{cm})}{2\times10^{-5}\,\text{cm}^2/\text{s}}=4.88\ \mu\text{s},$$

or $2.02\times10^{11}$ atomic units of time. For the whole cell, the resistance 1.345 $\Omega\,$cm$^2$ times the capacitance of two layers in series, 3.63 $\mu$F/cm$^2$, gives the same 4.88 $\mu$s.

I also integrated the full nonlinear equations for both ions, using finite volumes in space and an implicit method in time. The layer held 0.97 % of its final charge after one Debye time and 63.3 % after $\lambda L/D$. The final charge was 0.0363 $\mu$C/cm$^2$.

To locate the delay, I diagonalized the linear equations on the same kind of mesh with the mobility altered in part of the cell. Halving it everywhere except within $5\lambda$ of the plates multiplied the charging time by 1.97. Halving it only within $5\lambda$ of the plates multiplied the time by 1.03. The resistance of the bulk sets the pace.

**When the Debye time does give the scale**

With $\lambda$ and $D$ fixed, the same diagonalization gives these slowest charging times:

| $L/\lambda$ | time$/t_D$ |
|---|---|
| 1 | 0.377 |
| 25 | 24.5 |
| 50 | 49.5 |
| 100 | 99.5 |
| 200 | 199.4 |

The last four rows follow $\ell-\tfrac12$, as the expansion requires, to within a mesh error of less than 0.1. The first row belongs to another regime. For $\ell^2<3$, $F$ rises from zero at $u=0$ and, being convex, never returns, so no mode is slower than $t_D$. When $L\sim\lambda$, your estimate has the right order.

In a still narrower gap even $t_D$ drops out. Put $k=iy/L$, which turns the mode condition into $\tan y/y=1+y^2/\ell^2$. As $\ell\to0$ the right side diverges, so the lowest root tends to $y=\pi/2$ and the time to $4L^2/(\pi^2D)$, plain diffusion across the gap.

**What a real cell changes**

The inputs above are rough but ordinary for a dilute aqueous salt near room temperature. One assumption that matters even at 5 mV is that ions reach the plate. Suppose instead that an ion-free layer 0.3 nm thick, with permittivity 10, covers each plate. Its capacitance is that of an ion-free layer of permittivity 80 and thickness $\lambda_S=0.3\times80/10=2.4$ nm, in series with the diffuse layer. The capacitance falls by the factor $1+\lambda_S/\lambda=1.25$, and so does the time:

$$\tau\approx\frac{\lambda L}{D(1+\lambda_S/\lambda)}.$$

Diagonalization with this layer included gives 3.91 $\mu$s, which is 20 % below 4.88 $\mu$s. The thickness and permittivity are assumed values, so this is an estimate of size.

Mildly unequal ions hardly change the main rise: diffusivities in the ratio 0.8:1.2, at the same mean, lengthen the time to reach 63 % of the final charge by 0.3 %. They do add a slow tail, because the current now builds a salt gradient that decays by diffusion. The slowest mode then has time $4L^2/(\pi^2D_a)\approx211\ \mu$s, with $D_a=2D_+D_-/(D_++D_-)$, and carries about 0.1 % of the charge. For a ratio near 4.6:1, as in a strong acid, the 63 % time grows by 4 % and the time to reach 99 % by a factor of 2.4. Temperature matters more. If each kelvin of warming raises $D$ by an assumed 2 % of its current value and $\lambda$ is held fixed, warming by 10 K shortens the time by 18 %.

Larger steps leave the linear regime. At $\pm100$ mV, with everything else unchanged, the nonlinear calculation takes 2.5 times as long to reach 63 % of its final charge. That charge is 1.7 times the linear value, and the salt density at the midplane ends 5 % below its initial value. Such depletion spreads across the cell by diffusion. Its slowest part relaxes in about 55 $\mu$s, close to $L^2/(\pi^2D)\approx51\ \mu$s and about eleven times $\tau$.

The formula also assumes flat plates that carry no charge before the step, no electrode reactions and negligible resistance in the external circuit. An external resistance adds to that of the solution and lengthens the charging further.
